# Integer and fractional Kohn-Sham occupations in four-electron ions, part 1

(Sections cited here and not found follow in the second part.)

**Definitions and conventions**

The system is four electrons around a fixed point nucleus of charge \(Z\), without relativity, in atomic units. With \(\mathbf x=Z\mathbf r\) the kinetic energy and the nuclear attraction each acquire a factor \(Z^2\) and the repulsion a factor \(Z\), so

\[ \frac{H}{Z^2}=\sum_{i=1}^4\Big(-\tfrac12\nabla_i^2-\frac1{x_i}\Big)+\lambda\sum_{i<j}\frac1{x_{ij}},\qquad \lambda=\frac1Z . \]

Energies are in \(Z^2\) hartree unless marked. An orbital is \(P_{nl}(x)/x\) times a real angular function, \(1/\sqrt{4\pi}\) for s and \(\sqrt{3/4\pi}\,\hat x_i\) for \(p_i\), with \(\hat{\mathbf x}\) the unit vector and \(\int P^2dx=1\). A spherical density \(\rho\) is written in radial form, \(n(x)=4\pi x^2\rho\), with \(\int n\,dx=4\).

A Kohn-Sham potential for a density is a local, spin-independent \(v_s\) such that some ground state of four noninteracting electrons in \(v_s\) has that density. The ground state may be a pure state or an ensemble, a statistical mixture of degenerate ground states. Occupations are the eigenvalues of the spin-summed one-body density matrix \(\gamma\) of that state; they lie between 0 and 2. Integer filling means that every occupation is 0, 1 or 2.

**The interacting state at infinite charge**

At \(\lambda=0\) the levels are \(-1/2n^2\), with

\[ P_{1s}=2xe^{-x},\quad P_{2s}=\tfrac1{\sqrt2}x\big(1-\tfrac x2\big)e^{-x/2},\quad P_{2p}=\tfrac1{2\sqrt6}x^2e^{-x/2}. \]

Every state with 1s doubly filled and two electrons in the eight \(n=2\) spin orbitals has energy \(2(-\tfrac12)+2(-\tfrac18)=-\tfrac54\). The limit \(\lambda\to0\) of the true ground state is the lowest eigenvector of the repulsion within this space. The repulsion conserves \(L\), \(S\) and parity, and the even \(^1S\) block has two members: \(\Phi_s=|1s^22s^2|\) and the rotational scalar \(\Phi_p=3^{-1/2}\sum_i|1s^2p_i\bar p_i|\), a bar marking spin down.

Write \((ab|cd)\) for the repulsion between the charge clouds \(ab\) and \(cd\). The expansion \(1/x_{12}=\sum_k x_<^k x_>^{-k-1}\mathcal P_k(\hat{\mathbf x}\cdot\hat{\mathbf x}')\) in Legendre polynomials separates it into angular averages and the radial integrals \(F^k(a,b)=\iint P_a^2(x)P_b^2(x')\,x_<^kx_>^{-k-1}\) and \(G^k(a,b)=\iint P_aP_b(x)P_aP_b(x')\,x_<^kx_>^{-k-1}\).

For the cloud \(sp_i\) the angular part is \(\sqrt3\,\hat x_i/4\pi\), only \(k=1\) survives, and \(\langle\hat x_i\hat x_a\rangle=\delta_{ia}/3\) gives \((sp_i|sp_i)=3\sum_a(\delta_{ia}/3)^2G^1=G^1/3\). For the cloud \(p_ip_j\) the angular part is \((\delta_{ij}+3Q_{ij})/4\pi\) with \(Q_{ij}=\hat x_i\hat x_j-\delta_{ij}/3\). Since \(\sum_{ab}Q_{ab}Q'_{ab}=(\hat{\mathbf x}\cdot\hat{\mathbf x}')^2-\tfrac13\), one has \(\mathcal P_2=\tfrac32\sum Q_{ab}Q'_{ab}\). The average \(\langle\hat x_i\hat x_j\hat x_a\hat x_b\rangle=(\delta_{ij}\delta_{ab}+\delta_{ia}\delta_{jb}+\delta_{ib}\delta_{ja})/15\) gives \(\langle Q_{ij}Q_{ab}\rangle=(\delta_{ia}\delta_{jb}+\delta_{ib}\delta_{ja}-\tfrac23\delta_{ij}\delta_{ab})/15\). The coefficient of \(F^2\) in \((p_ip_j|p_ip_j)\) is \(9\cdot\tfrac32\sum_{ab}\langle Q_{ij}Q_{ab}\rangle^2\). For \(i\ne j\) this is \(\tfrac{27}{2}\cdot\tfrac{2}{225}=\tfrac3{25}\); for \(i=j\) it is \(\tfrac{27}2\cdot\tfrac{(4/3)^2+2(2/3)^2}{225}=\tfrac4{25}\), and \(F^0\) appears with coefficient 1.

The pair matrix element is \(\langle a\bar a|x_{12}^{-1}|b\bar b\rangle=(ab|ab)\). The valence repulsion in \(\Phi_p\) is therefore \(\tfrac13[3(F^0+\tfrac4{25}F^2)+6\cdot\tfrac3{25}F^2]=F^0+\tfrac25F^2\), and the coupling to \(\Phi_s\) is \(3^{-1/2}\cdot3\cdot G^1/3\). The core adds its own repulsion, four core-valence Coulomb terms and two exchange terms, one for each parallel-spin pair:

\[ H_{ss}=F^0(1s,1s)+4F^0(1s,2s)-2G^0(1s,2s)+F^0(2s,2s), \]
\[ H_{pp}=F^0(1s,1s)+4F^0(1s,2p)-\tfrac23G^1(1s,2p)+F^0(2p,2p)+\tfrac25F^2(2p,2p), \]
\[ H_{sp}=G^1(2s,2p)/\sqrt3 . \]

Each radial integral splits into the regions \(x>x'\) and \(x<x'\) and is elementary. For \(F^0(1s,1s)\) the two regions are equal, the inner integral is \(\int_0^x4s^2e^{-2s}ds=1-e^{-2x}(1+2x+2x^2)\), and \(F^0=2\int4xe^{-2x}[\dots]dx=2[1-4(\tfrac1{16}+\tfrac4{64}+\tfrac{12}{256})]=\tfrac58\). The same method gives \(F^0(1s,2s)=\tfrac{17}{81}\), \(G^0(1s,2s)=\tfrac{16}{729}\), \(F^0(2s,2s)=\tfrac{77}{512}\), \(F^0(1s,2p)=\tfrac{59}{243}\), \(G^1(1s,2p)=\tfrac{112}{2187}\), \(F^0(2p,2p)=\tfrac{93}{512}\) and \(F^2(2p,2p)=G^1(2s,2p)=\tfrac{45}{512}\). In units of \(Z\) hartree, \(H_{ss}=1.571001\), \(H_{pp}=1.778849\), \(H_{sp}=0.050744\), and \(d=H_{pp}-H_{ss}=0.207848\).

For \(\Psi=\cos\theta\,\Phi_s-\sin\theta\,\Phi_p\) the first-order energy is \(\tfrac12(H_{ss}+H_{pp})-\tfrac d2\cos2\theta-H_{sp}\sin2\theta\). It is least when \((\cos2\theta,\sin2\theta)\) points along \((d,2H_{sp})\), so the weight \(w=\sin^2\theta=\tfrac12(1-\cos2\theta)\) of \(\Phi_p\) is

\[ w=\tfrac12\Big[1-\frac{d}{\sqrt{d^2+4H_{sp}^2}}\Big]=\tfrac12\Big[1-\frac{0.207848}{0.231302}\Big]=0.05070, \]

and the energy is \(E_1=1.674925-0.231302/2=1.559274\). A numerical diagonalization of the 16 states with zero spin projection, which contain a member of every multiplet, finds the same lowest level and the next at 1.624144. The splitting \(\lambda d\) and the coupling \(\lambda H_{sp}\) vanish together, so the mixing does not: the correlation stays in the wave function when the interaction has gone.

The determinants in \(\Psi\) differ from one another in two spin orbitals, so a one-body operator has no cross terms between them. With \(\sum_i\hat x_i^2=1\) the density is spherical:

\[ n_\infty=2P_{1s}^2+2(1-w)P_{2s}^2+2wP_{2p}^2 . \]

**The Kohn-Sham potential is unique and degenerate**

\(\Psi\) lies in the ground space of the noninteracting Hamiltonian with \(v=-1/x\), so \(-1/x\) is a Kohn-Sham potential for \(n_\infty\). It is the only one, up to a constant. Let \(\Gamma\) and \(\Gamma'\) be ground ensembles of \(H_v\) and \(H_{v'}\), with energies \(E\) and \(E'\) and the same \(\rho\). The variational principle gives \(E\le\mathrm{Tr}\,\Gamma'H_v=E'+\int(v-v')\rho\) and \(E'\le E+\int(v'-v)\rho\). The two inequalities add to \(E+E'\le E+E'\), so both are equalities, and every state \(\Phi\) in \(\Gamma'\) is a ground state of both Hamiltonians. Subtracting the two eigenvalue equations gives \(\sum_i[v-v'](\mathbf x_i)\Phi=(E-E')\Phi\). Assuming that \(\Phi\) does not vanish on a set of positive measure, the sum is constant, and varying one \(\mathbf x_i\) shows that \(v-v'\) is constant.

The Kohn-Sham system of \(n_\infty\) thus has \(\varepsilon_{2s}=\varepsilon_{2p}\) at the highest occupied level, and its kinetic energy follows from the virial theorem, \(1/2n^2\) per electron: \(T_s=\tfrac54\).

**Why the occupations cannot be integers**

Any ground state in \(-1/x\) has 1s full, and the rest of \(\gamma\) is a Hermitian \(4\times4\) matrix of trace 2 in the basis \(\varphi=(2s,p_x,p_y,p_z)\). Its density is \(\sum\gamma_{pq}\varphi_p\varphi_q\). The imaginary part of a Hermitian matrix is antisymmetric and drops out against the symmetric product, so only \(\mathrm{Re}\,\gamma\) matters. The ten products \(\varphi_p\varphi_q\) are linearly independent: the three \(sp_i\) carry \(l=1\), five combinations of \(p_ip_j\) carry \(l=2\), and the two remaining spherical functions, \(P_{2s}^2\) and \(P_{2p}^2\), are not proportional because only the first has a node. Matching \(n_\infty\) therefore fixes

\[ \mathrm{Re}\,\gamma=D=\mathrm{diag}(A,B,B,B),\qquad A=2(1-w)=1.8986,\quad B=\tfrac23w=0.0338 . \]

Two integer spectra have trace 2. For \((2,0,0,0)\), \(\gamma=2cc^\dagger\) with \(c=u+iu'\), and \(\mathrm{Re}\,\gamma=2(uu^T+u'u'^T)\) has rank at most 2, while \(D\) has rank 4 when \(0<w<1\). For \((1,1,0,0)\), \(\gamma\) is a projector, its diagonal elements cannot exceed 1, and \(\gamma_{ss}=A>1\) when \(w<\tfrac12\). For \(0<w<\tfrac12\) no noninteracting ground state with this density has integer filling.

The miss is finite. In the Frobenius norm, two symmetric matrices are at least as far apart as their ordered spectra (the Hoffman-Wielandt inequality). With spectrum \((y,z,0,0)\) and \(y+z=2=A+3B\), the squared distance from \(D\) is at least \((y-A)^2+(z-B)^2+2B^2\). The first two differences add to \(2B\), so their squares are least when each is \(B\), and the bound is \(4B^2\). The vector \(c=(\sqrt{(A+B)/2},\,i\sqrt B,0,0)\) attains it, so the least distance is \(2B=0.0676\), which a numerical search reproduces. For the projector the distance is at least \(A-1=0.8986\); the smallest value the search finds is 1.115.

If \(\gamma\) is real, as it is for a state invariant under time reversal, then \(\gamma=D\): 2s holds 1.8986 electrons and each 2p orbital 0.0338. The ensemble with weight \(1-w\) on \(|1s^22s^2|\) and \(w/3\) on each \(|1s^2p_i\bar p_i|\) realizes this.

The result concerns occupations and does not say that an ensemble is unavoidable. \(\Psi\) is a pure noninteracting ground state with density \(n_\infty\). So is one determinant, if its orbitals may be spinors. With Pauli matrices \(\boldsymbol\sigma\), spin functions \(\chi_\pm\), \(a^2=1-w\) and \(b^2=w\), take

\[ \psi_\pm=\frac{1}{x\sqrt{4\pi}}\big(aP_{2s}+bP_{2p}\,\boldsymbol\sigma\cdot\hat{\mathbf x}\big)\chi_\pm . \]

The spinor coefficient of \(2s\) is \(a\chi_\pm\) and that of \(p_i\) is \(b\sigma_i\chi_\pm/\sqrt3\). The overlaps are \(\chi_m^\dagger(a^2+\tfrac{b^2}3\sum_i\sigma_i^2)\chi_{m'}=\delta_{mm'}\). Summing over both spinors turns spin matrix elements into traces: \(\gamma_{ss}=2a^2\), \(\gamma_{sp_i}\propto\mathrm{tr}\,\sigma_i=0\), and \(\gamma_{p_ip_j}=\tfrac{b^2}3\mathrm{tr}\,\sigma_i\sigma_j=\tfrac23b^2\delta_{ij}\). This is \(D\). The determinant has no definite parity, and its spatial occupations are as fractional as those of the ensemble. Spinors are not the only way. Put one electron with spin up in \(c_1=(\sqrt{A/2},\sqrt{B/2},i\sqrt B,0)\) and one with spin down in \(c_2=(\sqrt{A/2},-\sqrt{B/2},0,i\sqrt B)\). Both are normalized because \(A+3B=2\), and \(\mathrm{Re}(c_1c_1^\dagger+c_2c_2^\dagger)=D\). They overlap by \((A-B)/2\), so the occupations \(1\pm(A-B)/2\) are again fractional. What the density excludes is a determinant whose spatial orbitals come from one orthonormal set, each doubly or singly filled.

At infinite nuclear charge the Kohn-Sham potential is \(-1/x\), with 2s and 2p degenerate, and the density rules out integer filling. It remains to find what decides the filling at finite charge, and where along the series it changes.

Numerical values quoted here were computed with a short program.
